# Union-Find Simulation of Oxide Breakdown: Thickness, Area and Weibull Slope

A simulated film of six defect layers and 400 columns has a fitted breakdown scale of 0.268 in the defect-generation variable \(s\) defined below. If only straight columns of defects could short the film, 63% of films would have failed only at \(s=0.459\). Since time varies here as \(s^2\), the straight-column estimate is too long by \((0.459/0.268)^2\approx2.9\). Yet the fitted Weibull slope, \(6.12\pm0.15\), is close to 6, the slope that straight columns give at small \(s\). A slope close to the number of layers therefore does not by itself show that straight columns cause the failures.

## Model and conventions

The film is a cubic lattice with \(n\) layers, \(N=L^2\) columns and cell edge \(a\). Its thickness is \(na\) and its area \(Na^2\). Lengths are in bohr; connectivity does not depend on \(a\). Sites become defective independently and stay defective, with probability

\[
p=1-e^{-s},\qquad s=(t/\tau)^\alpha
\]

at time \(t\). Defects on nearest-neighbour sites connect, and a defect in an outer layer touches the adjacent electrode. Breakdown is the first connection between electrodes. Simulated films are laterally periodic with \(L\ge3\), so that the four lateral neighbours are distinct.

Let \(S\) be the survival probability. A Weibull law in \(s\) reads

\[
S=\exp[-(s/\eta_s)^b],\qquad \ln(-\ln S)=b\ln s-b\ln\eta_s .
\]

Substituting \(s=(t/\tau)^\alpha\) gives the time slope \(\beta=\alpha b\) and time scale \(\eta_t=\tau\eta_s^{1/\alpha}\).

The model omits correlated defect generation, thickness variation, changes of stress and growth of the conducting path after breakdown.

## Algorithm

Give each site a threshold \(s_i\) from the unit exponential distribution. Then \(P(s_i\le s)=1-e^{-s}=p\), as required. Sorting the thresholds yields the whole degradation history, without time steps.

Union-find stores each connected cluster as a tree whose root identifies it. Two extra nodes represent the electrodes.

```
build neighbour lists, including electrode nodes B and T
for each film:
    draw s[i] = exponential(1) for every site
    make B and T active, each its own root
    mark all sites inactive
    for i in sites sorted by increasing s:
        activate i as its own root
        for each active neighbour j of i:
            if find(i) != find(j):
                attach the smaller tree to the larger
        if find(B) == find(T):
            record s[i]
            stop this film
fit a Weibull law to the recorded values
```

The trees record which active sites are connected at the current threshold, and connections never disappear. The first common root of B and T therefore identifies the breakdown site. In 20 test films a separate graph search found no connection just before that site was activated, and a connection just after.

With \(M=nN\) sites, sorting costs \(O(M\log M)\). When the smaller tree is attached to the larger, a node gains depth only if its cluster at least doubles in size. Depth is thus at most \(O(\log M)\), and with six neighbours per site the union stage also costs at most \(O(M\log M)\). Shortening paths during `find` reduces later searches. Memory is \(O(M)\).

## Fitting the distribution

For \(K\) breakdown values the Weibull log-likelihood is

\[
\ell=K\ln b-Kb\ln\eta_s+(b-1)\sum_i\ln s_i-\sum_i(s_i/\eta_s)^b .
\]

Setting \(\partial\ell/\partial\eta_s=0\) gives

\[
\eta_s^b=\frac1K\sum_i s_i^b .
\]

The condition \(\partial\ell/\partial b=0\) is

\[
\frac Kb-K\ln\eta_s+\sum_i\ln s_i-\sum_i\left(\frac{s_i}{\eta_s}\right)^b(\ln s_i-\ln\eta_s)=0 .
\]

By the scale equation, \(\sum_i(s_i/\eta_s)^b=K\), so the two terms in \(\ln\eta_s\) cancel. Dividing by \(-K\) leaves

\[
\frac{\sum_i s_i^b\ln s_i}{\sum_i s_i^b}-\frac1b-\frac1K\sum_i\ln s_i=0 .
\]

The derivative of the first term with respect to \(b\) is a weighted variance of \(\ln s\), and \(-1/b\) also increases. The root is therefore unique, and bracketing finds it safely. Dividing all \(s_i\) by their maximum before taking powers prevents overflow.

The standard error follows from the information matrix. Put \(w=(s/\eta_s)^b\), which is unit exponential if the Weibull law holds, and let \(\gamma\) be Euler's constant. From \(E[w\ln w]=1-\gamma\) and \(E[w\ln^2w]=(1-\gamma)^2+\pi^2/6-1\), the entries per film for \(b\) and \(\ln\eta_s\) are

\[
I_{bb}=\frac{(1-\gamma)^2+\pi^2/6}{b^2},\quad
|I_{b\eta}|=1-\gamma,\quad I_{\eta\eta}=b^2 .
\]

Eliminating the unknown scale leaves \(I_{bb}-I_{b\eta}^2/I_{\eta\eta}=\pi^2/(6b^2)\), hence

\[
\sigma_b\simeq\frac{\sqrt6}{\pi}\frac{b}{\sqrt K}.
\]

This is a large-sample estimate, and approximate here because the distribution is not strictly Weibull.

## Why area shifts the Weibull plot

Consider first films with open lateral edges. If a film made of disjoint blocks \(A\) and \(B\) survives, both blocks survive. The blocks are independent, so \(S_{A\cup B}\le S_AS_B\), or

\[
-\ln S_{A\cup B}\ge-\ln S_A-\ln S_B .
\]

A film also survives if its first layer is empty, which has probability \(e^{-Ns}\). Hence \(-\ln S\le Ns\). Tiling a large square with fixed smaller squares shows that \(-\ln S/N\) eventually comes arbitrarily close to, or exceeds, its value for any small square. Being bounded, it converges to its supremum:

\[
-\frac{\ln S}{N}\longrightarrow f_n(s)\qquad(N\to\infty,\ n,s\text{ fixed}).
\]

Periodic edges give the same limit. They add connections, so \(S_{\rm per}\le S_{\rm open}\). Conversely, the periodic film survives if the open film survives and one row and one column of lattice columns, \(n(2L-1)\) sites in all, are empty. Both events are favoured by fewer defects. Such events are positively correlated: for one site, two functions that decrease with occupation have non-negative covariance, and averaging site by site extends this to many sites. Therefore

\[
S_{\rm per}\ge S_{\rm open}\,e^{-ns(2L-1)} .
\]

After taking \(-\ln\) and dividing by \(L^2\), the difference vanishes at least as fast as \(1/L\). For large films,

\[
\ln(-\ln S)\simeq\ln N+\ln f_n(s).
\]

Area moves the plot vertically. If \(\ln f_n\) is linear in \(\ln s\) over the range sampled, the fitted slope does not depend on area; otherwise it generally does.

## Thickness and the large-area limit

A connecting path needs at least \(n\) sites, and the paths of that length are the \(N\) straight columns. With \(n+1\) sites there is one lateral step. A step in an outer layer is redundant, because the path then already contains a straight column. This leaves \(n-2\) interior layers and four directions, hence \(4(n-2)N\) new paths in a periodic film with \(n\ge2\).

To bound the failure probability, note that the events "this path is not fully defective" are positively correlated. Survival is thus at least the product of their probabilities:

\[
-\ln S\le-\sum_{\rm paths}\ln(1-p^{\ell})
=N[p^n+4(n-2)p^{n+1}+O(p^{n+2})],
\]

where \(\ell\) is the number of sites in a path. There are at most \(N6^{\ell-1}\) paths of length \(\ell\), so for \(p\) below a fixed value less than \(1/6\) the remainder is uniform in \(N\). Squares from the logarithm start at \(p^{2n}\), and \(2n\ge n+2\).

For a matching lower bound take a fixed open square with \(m\) columns per side. It has \(4m(m-1)\) ordered pairs of adjacent columns. Two distinct paths from the two classes together occupy at least \(n+2\) sites, so overlaps do not affect order \(p^{n+1}\). Since \(f_n\) is the supremum over open squares,

\[
f_n\ge p^n+4(n-2)(1-1/m)p^{n+1}+O_m(p^{n+2}).
\]

Letting \(p\to0\) first and then \(m\to\infty\) gives \(f_n=p^n[1+4(n-2)p+o(p)]\). Now \(p=s-s^2/2+O(s^3)\), so \(p^n=s^n[1-ns/2+O(s^2)]\), and

\[
f_n=s^n\left[1+\left(\frac{7n}{2}-8\right)s+o(s)\right].
\]

Enumeration at \(s=10^{-4}\) gives coefficients \(-1.00\), 2.50 and 6.00 for \(n=2,3,4\), in agreement with the formula.

For the large-area limit, straight columns alone give \(-\ln S\ge-N\ln(1-p^n)\ge Np^n\). With the upper bound above and \(X=N^{1/n}s\) held fixed, \(S\to e^{-X^n}\). The same bounds control both tails, so the averages in the fit equations converge. With many films, the fitted \(b\) therefore tends to \(n\), and \(\beta\to\alpha n\), as \(N\to\infty\) at fixed \(n\).

At finite area the approach need not be monotonic. For a given periodic film \(-\ln S\) is analytic near \(s=0\), and its logarithmic slope there is \(n+(7n/2-8)s+O(s^2)\). This lies above \(n\) for \(n\ge3\) and below it for \(n=2\). At large \(s\), straight columns give \(f_n\ge-\ln[1-(1-e^{-s})^n]\ge s-\ln n\), while \(f_n\le s\). Thus \(f_n/s\to1\): the curve must eventually become much flatter than \(s^n\). Small films fail at larger \(s\) and sample more of this flattening.

## An enumeration check

For \(n=2\) a connection requires a fully defective column, so \(S=(1-p^2)^N\) exactly. For \(n\ge3\), list every configuration of the \(n-2\) interior layers. Suppose an interior cluster has \(u\) sites in the lowest interior layer and \(v\) in the highest. It joins the electrodes if at least one of the \(u\) outer sites below it and one of the \(v\) above it are defective, with probability

\[
(1-e^{-us})(1-e^{-vs}).
\]

Different clusters use different outer sites and are conditionally independent. Multiplying their non-connection probabilities and averaging over interior configurations gives \(S\). There are \(2^{N(n-2)}\) configurations, so this is a reference for small cells only.

For \(3\times3\) columns and \(n=4\), enumeration gives failure probabilities 0.111 and 0.642 at \(s=0.3\) and 0.6; simulation of 4000 films gives 0.107 and 0.643. At \(s=0.1\) the values are 0.00137 and 0.00275, or 5.5 expected failures against 11 observed. This is about 2.4 binomial standard deviations, inside the test tolerance but a reminder that the early-failure tail is poorly sampled.

## Reading the example

The parameters are \(a=10\) bohr and \(\alpha=0.5\). At \(N=400\), with 1000 films per thickness, the fits are:

| \(n\) | \(na\) (bohr) | \(b\) | \(\eta_s\) |
|---:|---:|---:|---:|
| 2 | 20 | \(1.96\pm0.05\) | 0.052 |
| 3 | 30 | \(2.89\pm0.07\) | 0.125 |
| 4 | 40 | \(4.08\pm0.10\) | 0.190 |
| 5 | 50 | \(5.29\pm0.13\) | 0.236 |
| 6 | 60 | \(6.12\pm0.15\) | 0.268 |

The range is 1.06 to 3.18 nm. The slope rises by \((6.12-1.96)/4=1.04\) per layer on average, so \(\beta\) rises by 0.52, close to \(\alpha=0.5\). No single fit differs from \(b=n\) by more than about 2.3 standard errors, but this does not show that \(b=n\) at this area. The limit \(b\to n\) is asymptotic in area, and with a standard error of 0.15 the six-layer fit cannot exclude a many-film value a few tenths above 6. The fitted \(b\) is also an average over a curved plot: for six layers the local slope is close to 7 among the earliest fifth of failures and below 6 among the latest fifth, so the single fitted slope should not be carried into the early-failure tail. The increase of breakdown \(s\) with thickness has a direct cause: removing the last layer from a connected film leaves a connected thinner film, so with the same thresholds the thicker film cannot fail first.

The opening discrepancy can now be evaluated. At \(s=0.268\), \(p=1-e^{-0.268}=0.235\), and straight columns contribute about \(400(0.235)^6=0.07\) to \(-\ln S\). The fitted law has \(-\ln S=1\) there. Paths with lateral steps are therefore essential to the scale. They also affect the slope. For straight columns alone \(-\ln S\simeq Np^n\), whose logarithmic slope is \(ns/(e^s-1)\), or about 4.7 at \(s=0.459\). The fitted slope near 6 thus does not come from straight columns alone.

For four layers, increasing \(N\) from 100 to 400 and 1600 changes \(b\) from \(3.86\pm0.05\) to \(4.08\pm0.10\) and \(4.41\pm0.14\). The difference between the end values is 0.55, or 3.7 combined standard errors. This rise cannot continue indefinitely, because the limit is 4.

Minima over groups of 4 and 16 independent \(N=100\) films were compared with directly simulated larger films. The Kolmogorov–Smirnov p-values are 0.29 and 0.03. Both pass the test threshold of \(10^{-4}\), but the second is no strong confirmation, and passing does not prove equality.

## Extrapolation and failure modes

If \(f_n\) were proportional to \(s^b\), then \(Nf_n(\eta_s)=1\) would give \(\eta_s\propto N^{-1/b}\). For four layers and a fourfold area increase this rule predicts a scale ratio \(4^{-1/3.857}=0.698\); the simulations give 0.709. The rule is local, since \(b\) changes with area.

For three layers, \(f_3\) from an enumerated \(4\times4\) periodic cell approximates the infinite-area function. Its fitted slope is 2.90 at \(N=10^2\), 3.05 at 400, 3.08 at \(10^4\) and 3.01 at \(10^8\), showing the rise and return. Constant-slope extrapolation from 400 to \(10^8\) columns overestimates the time scale by 1.4% relative to this \(f_3\). The cell size is not converged here, and the slopes at \(N\le400\) may be off by a few hundredths. A shift of 0.04 in the starting slope moves the extrapolated time by about 11%, so the 1.4% belongs to this cell and this starting area and is not a general accuracy of the rule.

Sampling error matters more here. The simulated three-layer fit has \(b=2.892\), about 2.2 standard errors below the enumerated prediction, and \(\eta_s=0.1252\). Extrapolating it gives

\[
\eta_s=0.1252\,(2.5\times10^5)^{-1/2.892}\approx1.70\times10^{-3},
\]

against \(2.15\times10^{-3}\) from \(f_3\). The time scale is then \((1.70/2.15)^2\approx0.63\) of the reference, an error of 37%. At fixed fitted \(\eta_s\), a slope error \(\delta b\) changes the logarithm of the extrapolated scale by \(\ln(N_2/N_1)\,\delta b/b^2\), where \(N_1\) and \(N_2\) are the initial and final column numbers. The remedy is more films, or direct simulation of larger areas.

Three points of implementation need care. Lateral wrapping must not count as electrode connection. Periodic sides shorter than three create duplicate neighbours, so the path count with four lateral directions no longer applies. At small \(s\), \(1-e^{-s}\) should be evaluated by a function that avoids cancellation. Beyond implementation, clustered defect generation correlates neighbouring blocks and changes \(f_n\), and thickness variation mixes different \(f_n\). If the clusters are much smaller than the film, \(-\ln S\) can still be proportional to area, but in general neither effect can be repaired by adjusting \(N\) alone. The numerical output gives the remaining scales and comparisons.

## Computed values

```
cell edge = 10.0 bohr; alpha = 0.50
thickness series: N = 400 columns, 1000 films each
area of thickness series = 40000 bohr^2
n=2: thickness=20 bohr = 1.058 nm
  b=1.957 +/- 0.048; beta=0.978; alpha*n=1.00
  eta_s=0.0517; eta_t/tau=0.00268; column-model s63=0.0513
n=3: thickness=30 bohr = 1.588 nm
  b=2.892 +/- 0.071; beta=1.446; alpha*n=1.50
  eta_s=0.1252; eta_t/tau=0.01568; column-model s63=0.1458
n=4: thickness=40 bohr = 2.117 nm
  b=4.080 +/- 0.101; beta=2.040; alpha*n=2.00
  eta_s=0.1895; eta_t/tau=0.03591; column-model s63=0.2530
n=5: thickness=50 bohr = 2.646 nm
  b=5.291 +/- 0.130; beta=2.645; alpha*n=2.50
  eta_s=0.2362; eta_t/tau=0.05581; column-model s63=0.3590
n=6: thickness=60 bohr = 3.175 nm
  b=6.116 +/- 0.151; beta=3.058; alpha*n=3.00
  eta_s=0.2682; eta_t/tau=0.07194; column-model s63=0.4594
area series, n=4:
N=100: films=4000; b=3.857 +/- 0.048; beta=1.929
  eta_s=0.2671; eta_t/tau=0.07136
N=400: films=1000; b=4.080 +/- 0.101; beta=2.040
  eta_s=0.1895; eta_t/tau=0.03591
N=1600: films=600; b=4.407 +/- 0.140; beta=2.204
  eta_s=0.1362; eta_t/tau=0.01854
eta_s ratio, N=400 to 100: 0.7094; rule: 0.6981
KS p-values: 4 blocks 0.288; 16 blocks 0.031
KS p-value, exact two-layer law: 0.091
small-s coefficients by enumeration:
  n=2: -0.9999; formula -1.0
  n=3: 2.4997; formula 2.5
  n=4: 5.9998; formula 6.0
exact and simulated failure, 3x3 columns, n=4:
  s=0.1: exact 0.00137; simulated 0.00275
  s=0.3: exact 0.11094; simulated 0.10725
  s=0.6: exact 0.64206; simulated 0.64300
n=3 fits from enumerated 4x4-cell density:
  N=1e+02: b=2.9001; beta=1.4501; eta_s=2.0371e-01
  N=4e+02: b=3.0495; beta=1.5247; eta_s=1.2756e-01
  N=1e+04: b=3.0782; beta=1.5391; eta_s=4.4878e-02
  N=1e+06: b=3.0233; beta=1.5116; eta_s=9.9157e-03
  N=1e+08: b=3.0057; beta=1.5029; eta_s=2.1504e-03
  N=1e+12: b=3.0008; beta=1.5004; eta_s=9.9991e-05
n=3, N=1e8 extrapolated from N=400: eta_s=2.1657e-03
extrapolated/f_3-based time scale = 1.0143
```
